\section*{Dangling-bond passivation in hydrogen with a Gaussian spread of activation energies}

\section{Result and assumptions}

Dangling bonds $D$ at an interface such as Si/SiO$_2$ are passivated by molecular hydrogen through $D+\mathrm{H_2}\to D\mathrm{H}+\mathrm{H}$. If each bond reacts by first-order kinetics, but the activation energy differs from bond to bond with a Gaussian distribution, the density of remaining bonds does not decay exponentially. This reproduces the main feature of Stesmans-type kinetics: a fast start followed by a progressively slower decay. The explanation is sufficient but not unique, because a spread of prefactors can produce the same isothermal curve. The two causes differ in how the width of the curve depends on temperature.

The assumptions are these.
\begin{itemize}
\item Sites are independent, and the energy $E$ of each site is fixed in time.
\item The concentration $c$ of dissolved H$_2$ at the interface is constant in time and the same at all temperatures compared.
\item All sites share one temperature-independent prefactor $k_0$. This is relaxed in Section 5.
\item Dissociation of $D$H and further reactions of the released H are neglected.
\item The energies have mean $E_0$ and standard deviation $\sigma\ll E_0$, so the negative-energy tail of the Gaussian carries negligible weight. The results for the initial rate also need $\sigma^2/k_BT\ll E_0$, because that rate is dominated by bonds near $E_0-\sigma^2/k_BT$.
\end{itemize}
Let $\beta=1/k_BT$ and define
\begin{equation}
k(E)=k_0c\,e^{-\beta E},\qquad \bar k=k(E_0),\qquad s=\beta\sigma,\qquad \tau=\bar k t .
\end{equation}
Thus $\bar k$ is the rate at the mean energy, not the mean rate.

\paragraph{Theorem.} Let $S(t)$ be the fraction of bonds still unpassivated at time $t$, and let $Z$ be a standard normal variable. Then
\begin{equation}
S(t)=\left\langle \exp\!\left(-\tau e^{-sZ}\right)\right\rangle .
\label{eq:S}
\end{equation}
For $\sigma>0$ the apparent rate $h=-d\ln S/dt$ decreases strictly with time, starting from $h(0)=\bar k e^{s^2/2}$. The logarithm of the passivation time of a randomly chosen bond has mean and variance
\begin{equation}
\langle\ln t\rangle=\beta E_0-\ln(k_0c)-\gamma,\qquad
\mathrm{Var}(\ln t)=\frac{\pi^2}{6}+\left(\frac{\sigma}{k_BT}\right)^2 ,
\label{eq:main}
\end{equation}
where $\gamma$ is Euler's constant and times and rates are expressed in one consistent unit.

\section{The average and the falling rate}

\paragraph{Proof of the survival formula.} Bonds of energy $E$ obey $dn/dt=-k(E)n$ with $n(0)=1$, so $n=e^{-k(E)t}$. The energies are frozen, so no bond moves from one class to another, and the total is the weighted sum of these solutions:
\begin{equation}
S(t)=\int g(E)\,e^{-k(E)t}\,dE,\qquad
g(E)=\frac{e^{-(E-E_0)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
\label{eq:avg}
\end{equation}
Put $E=E_0+\sigma Z$. Then $k(E)t=k_0c\,e^{-\beta E_0}e^{-\beta\sigma Z}t=\tau e^{-sZ}$, which gives Eq.~\eqref{eq:S}. The solutions are averaged, not the rates. Inserting an average rate into one exponential would describe bonds that exchange their energies rapidly compared with the reaction.

\paragraph{Lemma 1.} The apparent rate is the mean rate of the surviving bonds, and its time derivative is minus the variance of their rates.

\paragraph{Proof.} Define $A_n(t)=\int g\,k^n e^{-kt}\,dE$. Differentiation brings down a factor $-k$, so $A_n'=-A_{n+1}$. It is permitted under the integral because all moments of $k$ are finite for a Gaussian $g$. Since $S=A_0$,
\begin{align}
h&=-\frac{A_0'}{A_0}=\frac{A_1}{A_0}=\langle k\rangle_t,\\
\frac{dh}{dt}&=\frac{A_1'A_0-A_1A_0'}{A_0^2}
=-\frac{A_2}{A_0}+\left(\frac{A_1}{A_0}\right)^2=-\mathrm{Var}_t(k).
\end{align}
The subscript $t$ denotes the normalized weight $g\,e^{-kt}/A_0$ of the survivors. For $\sigma>0$ this weight has a finite width at every finite time, so the variance is positive and $h$ falls. A single exponential would require constant $h$. $\square$

Physically, low-barrier bonds are removed first and the remaining population is harder to passivate. No individual bond has slowed down. The proof uses no special property of the Gaussian beyond finite moments, so a falling rate by itself does not identify the shape of $g$.

\paragraph{The initial rate and its bias.} At $t=0$ all bonds contribute. Completing the square, $-z^2/2-sz=-(z+s)^2/2+s^2/2$, gives
\begin{equation}
h(0)=\bar k\int\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2-sz}=\bar k\,e^{s^2/2}.
\end{equation}
Its logarithm is $\ln h(0)=\ln(k_0c)-\beta E_0+\beta^2\sigma^2/2$. The activation energy read from an Arrhenius plot of initial rates is therefore
\begin{equation}
-\frac{d\ln h(0)}{d\beta}=E_0-\beta\sigma^2=E_0-\frac{\sigma^2}{k_BT}.
\label{eq:bias}
\end{equation}
It lies below the mean barrier because the initial rate gives most weight to the easiest bonds.

\paragraph{Narrow and wide limits.} For small $s$, expand $f(v)=\exp(-\tau e^{v})$ about $v=0$, with $v=-sZ$. The derivatives are $f'=-\tau e^v f$ and $f''=(\tau^2e^{2v}-\tau e^v)f$. Since $\langle v\rangle=0$ and $\langle v^2\rangle=s^2$,
\begin{equation}
S=e^{-\tau}\left[1+\frac{s^2}{2}\,\tau(\tau-1)+O(s^4)\right]
\quad\text{at fixed }\tau .
\end{equation}
To this order, the decay is ahead of the exponential of rate $\bar k$ for $\tau<1$ and behind it for $\tau>1$. At larger $s$ the crossing moves to smaller $\tau$; for $s=0.967$ it lies at $\tau\approx0.88$. At $\sigma=0$ the simple exponential returns.

For large $s$, hold $u=\ln\tau/s$ fixed. The survival factor becomes $\exp[-e^{s(u-Z)}]$, which tends to 0 for $Z<u$ and to 1 for $Z>u$. Because it is bounded by 1, the limit may be taken inside the average:
\begin{equation}
S\to P(Z>u)=\frac12\,\mathrm{erfc}\!\left(\frac{\ln\tau}{\sqrt2\,s}\right).
\end{equation}
The boundary $Z=u$ corresponds to $E=E_0+k_BT\ln\tau=k_BT\ln(k_0ct)$. Bonds below this demarcation energy have reacted and those above it have not. The sharp boundary requires $\sigma\gg k_BT$.

\section{Logarithmic passivation times}

\paragraph{Lemma 2.} For a random bond,
\begin{equation}
\ln t=-\ln(k_0c)+\beta E+G,
\label{eq:sum}
\end{equation}
where $G$ is the logarithm of a unit exponential variable and is independent of $E$.

\paragraph{Proof.} At given $E$, the probability that passivation occurs later than $t$ is $e^{-k(E)t}$. The scaled time $X=k(E)t$ therefore satisfies $P(X>x\,|\,E)=e^{-x}$. This does not contain $E$, so $X$ is independent of $E$. Taking the logarithm of $t=X/k(E)$ gives Eq.~\eqref{eq:sum} with $G=\ln X$. $\square$

\paragraph{Proof of Eq.~\eqref{eq:main}.} Cumulants of independent variables add, so those of $G$ are needed. For $q>-1$,
\begin{equation}
\langle e^{qG}\rangle=\int_0^\infty x^q e^{-x}\,dx=\Gamma(1+q).
\end{equation}
The product formula $1/\Gamma(1+q)=e^{\gamma q}\prod_{m\ge1}(1+q/m)e^{-q/m}$ gives
\begin{align}
\ln\Gamma(1+q)&=-\gamma q+\sum_{m=1}^\infty\left[\frac qm-\ln\!\left(1+\frac qm\right)\right]\nonumber\\
&=-\gamma q+\frac{\zeta(2)}{2}q^2-\frac{\zeta(3)}{3}q^3+\cdots .
\end{align}
The $n$th cumulant is $n!$ times the coefficient of $q^n$. The first three are $-\gamma$, $\zeta(2)=\pi^2/6$ and $-2\zeta(3)$. The term $\beta E$ contributes $\beta E_0$ to the mean and $\beta^2\sigma^2$ to the variance, which proves Eq.~\eqref{eq:main}. $\square$

The term $\pi^2/6$ is the randomness of first-order reaction itself and remains when all bonds are identical. The term $(\sigma/k_BT)^2$ comes from the disorder. The mean plotted against $\beta$ has slope $E_0$, without the bias of Eq.~\eqref{eq:bias}. The variance plotted against $\beta^2$ has slope $\sigma^2$. If $c$ does vary with temperature, the slope of the mean becomes $E_0-d\ln c/d\beta$, while the variance is unchanged.

\paragraph{Obtaining the moments from a decay curve.} Let $u=\ln(t/t_0)$ with any fixed $t_0$. Its probability density is $-dS/du$. Integrating by parts separately for positive and negative $u$, so that the boundary terms vanish, gives for $n\ge1$
\begin{equation}
\langle u^n\rangle=n\int_0^\infty u^{n-1}S\,du-n\int_{-\infty}^0u^{n-1}(1-S)\,du .
\end{equation}
No rate law has to be fitted, but both ends of the decay must be known.

\paragraph{What the third cumulant adds.} If $E$ has third cumulant $\kappa_3(E)$, Eq.~\eqref{eq:sum} gives
\begin{equation}
\kappa_3(\ln t)=-2\zeta(3)+\beta^3\kappa_3(E).
\end{equation}
A Gaussian has $\kappa_3(E)=0$. Within the common-prefactor model, a departure from $-2\zeta(3)=-2.404$ therefore rules out a Gaussian. Agreement does not prove one, since every symmetric distribution with a finite third moment passes the same test.

\section{Which bonds survive, and a closed formula}

\paragraph{Proposition 1.} The energy density of surviving bonds has its single maximum at
\begin{equation}
E^*=E_0+k_BT\,W,\qquad W=W(s^2\tau),
\end{equation}
where the principal Lambert function is defined by $We^W=s^2\tau$. To leading order in $s^2$ at fixed $W$,
\begin{equation}
S\simeq\frac{1}{\sqrt{1+W}}\exp\!\left[-\frac{W^2+2W}{2s^2}\right].
\label{eq:lambert}
\end{equation}

\paragraph{Proof.} With $x=(E-E_0)/\sigma$, the survivor density is proportional to $e^{-\varphi(x)}$, where
\begin{equation}
\varphi(x)=\frac{x^2}{2}+\tau e^{-sx},\qquad
\varphi'(x)=x-s\tau e^{-sx}.
\end{equation}
Since $\varphi''=1+s^2\tau e^{-sx}>0$, there is one minimum $x^*$. Setting $\varphi'=0$ and multiplying by $s\,e^{sx^*}$ gives $sx^*e^{sx^*}=s^2\tau$, hence $sx^*=W$. The position follows from $\sigma x^*=\sigma W/s=k_BTW$.

The same condition gives $\tau e^{-sx^*}=x^*/s=W/s^2$. Therefore
\begin{equation}
\varphi(x^*)=\frac{W^2}{2s^2}+\frac{W}{s^2},\qquad
\varphi''(x^*)=1+W .
\end{equation}
Replacing $\varphi$ by its quadratic expansion in $S=\int e^{-\varphi}dx/\sqrt{2\pi}$ yields Eq.~\eqref{eq:lambert}. To see the expansion parameter, put $v=sx$. Then $\varphi=s^{-2}[v^2/2+We^{W-v}]$, so $1/s^2$ is the large parameter of Laplace's method at fixed $W$. $\square$

\paragraph{The first correction.} At the minimum, $\varphi'''=-s^3\tau e^{-sx^*}=-sW$ and $\varphi''''=s^4\tau e^{-sx^*}=s^2W$. Let $y=x-x^*$ and $a=1+W$. In the Gaussian weight $e^{-ay^2/2}$ one has $\langle y^4\rangle=3/a^2$ and $\langle y^6\rangle=15/a^3$. The cubic term of $\varphi$ contributes first through half its square, since its own average vanishes. The factor multiplying Eq.~\eqref{eq:lambert} is thus $1+\delta$, with
\begin{align}
\delta&=-\frac{\varphi''''}{24}\langle y^4\rangle+\frac{(\varphi''')^2}{72}\langle y^6\rangle
=-\frac{s^2W}{8(1+W)^2}+\frac{5s^2W^2}{24(1+W)^3}\nonumber\\
&=\frac{s^2W(2W-3)}{24(1+W)^3},
\label{eq:delta}
\end{align}
up to terms of order $s^4$ at fixed $W$. The leading formula is too high for $W<3/2$ and too low for $W>3/2$, as far as this correction decides.

At late times $W$ grows as $\ln\tau$ to leading order, and $-\ln S$ then grows as $(\ln\tau)^2/(2s^2)$. This tail is slower than an exponential in $t$, but faster than any fixed inverse power of $t$.

\section{Why one temperature is not enough}

\paragraph{Proposition 2.} Let $\ln k_0$ and $E$ be jointly Gaussian, with standard deviations $a$ and $\sigma$ and correlation coefficient $\rho$. Define $\bar k$ with the mean values of $\ln k_0$ and $E$. Equation~\eqref{eq:S} still holds, with
\begin{equation}
s^2=a^2-2\beta\rho a\sigma+\beta^2\sigma^2 .
\label{eq:corr}
\end{equation}

\paragraph{Proof.} The deviation $\ln(k/\bar k)=\delta\ln k_0-\beta\,\delta E$ is a linear combination of jointly Gaussian variables. It is therefore Gaussian with zero mean. Its variance is $a^2+\beta^2\sigma^2-2\beta\,\mathrm{Cov}(\ln k_0,E)$, and the covariance is $\rho a\sigma$. The survival average depends only on the distribution of $k$, so it has the form of Eq.~\eqref{eq:S}; the sign of $sZ$ is immaterial because $Z$ is symmetric. $\square$

One isothermal curve supplies one width $s$ and cannot apportion it among $a$, $\rho$ and $\sigma$. A pure energy spread gives $s\propto1/T$; a pure prefactor spread gives constant $s=a$. For independent spreads, the variance of $\ln t$ is linear in $\beta^2$, with intercept $\pi^2/6+a^2$. An intercept above $\pi^2/6$ then signals a prefactor spread. With positive correlation, differentiation of Eq.~\eqref{eq:corr} gives $ds^2/d\beta=2\sigma(\beta\sigma-\rho a)$. The curve can thus become narrower on cooling while $\beta<\rho a/\sigma$.

\section{Worked example}

Take the round model parameters $E_0=1.5$ eV, $\sigma=0.05$ eV, $k_0=10^{-9}$ cm$^3$/s and $c=10^{18}$ cm$^{-3}$, so that $k_0c=10^9$ s$^{-1}$. These values are illustrative and are not fitted to a measured interface. All times scale as $1/(k_0c)$; for instance, $k_0=10^{-7}$ cm$^3$/s with $E_0=1.51$ eV and $\sigma=0.06$ eV gives a half-time of about 30 s at 600 K. At 600 K, $k_BT=0.0517$ eV, $s=0.967$ and $\bar k=2.515\times10^{-4}$ s$^{-1}$.

\paragraph{Rates and barriers.} The initial rate exceeds $\bar k$ by the factor $e^{0.967^2/2}=1.596$, giving $4.01\times10^{-4}$ s$^{-1}$. Its apparent activation energy is $1.5-0.05^2/0.0517=1.452$ eV, which is 0.048 eV below the mean barrier. Half-times are much less biased here. Between 550 and 650 K the half-time falls from 35179 to 274.5 s, so its logarithm changes by 4.853. Over the same interval $\ln\bar k$ changes by 4.869, which corresponds to 1.5 eV. The half-times thus give $1.5\times4.853/4.869=1.495$ eV.

\paragraph{Shape of the decay.} The half-time at 600 K is 2538 s (0.705 h). An exponential with this half-time would leave 0.841 of the bonds at one quarter of it and 0.0039 at eight times it. The distributed model leaves 0.802 and 0.0663: fewer at first, then 17 times more. Meanwhile the apparent rate has fallen to $7.43\times10^{-5}$ s$^{-1}$, or 0.185 of its initial value, and the peak energy of the survivors has risen to 1.567 eV.

\paragraph{The closed formula.} At the half-time, $s^2\tau=0.935\times0.638=0.597$, hence $W=0.400$. Equation~\eqref{eq:lambert} gives
\begin{equation}
S\simeq\frac{1}{\sqrt{1.400}}\exp\!\left[-\frac{0.160+0.800}{1.870}\right]=0.506,
\end{equation}
against the directly integrated value 0.500. The correction $\delta=-0.0125$ from Eq.~\eqref{eq:delta} brings the estimate to 0.499. Over the sampled range $10^{-3}\le\tau\le10^3$ at 600 K, the largest error of the leading formula is 1.2\% of $S$, although $s$ is close to 1. The error grows with $s$: over the same range of $\tau$ it reaches about 2.4\% at $s=1.4$, 6\% at $s=2.5$ and 10\% at $s=3.5$.

\paragraph{Recovering the spread.} The variances of $\ln t$ at 550 and 650 K are 2.758 and 2.442. With $k_BT=0.04740$ and 0.05601 eV, $\beta^2$ is 445.1 and 318.8 eV$^{-2}$. Hence
\begin{equation}
\sigma=\sqrt{\frac{2.758-2.442}{445.1-318.8}}\ \mathrm{eV}=0.050\ \mathrm{eV}.
\end{equation}

\paragraph{How precise must an experiment be?} A pure prefactor spread matched at 600 K would keep the variance at 2.580 at all three temperatures. The difference in the decay curves is small: at 550 K, with equal $\bar k$, the two models differ by at most 0.011 of the initial bond density on the sampled times. If $\bar k$ may also be adjusted at 550 K, the best attainable agreement is at least as close. A single reading with an error of about one per cent of the initial density therefore cannot securely separate the causes over this 50 K step, although averaging many independent readings can reduce the random error. These figures belong to the parameters chosen. A wider temperature range or a larger $\sigma/k_BT$ increases the contrast: for $\sigma=0.14$ eV, matched at 500 K and compared at 450 K, the largest difference is about 0.023.

The numerical output below also covers a deliberately skewed distribution, with 80\% of bonds at one energy and 20\% higher by 0.15 eV. At 600 K the third cumulant of $\ln t$ is then $-0.06$, far from the value $-2.40$ that a Gaussian distribution of energies gives.

\section{Where the assumptions matter}

\paragraph{Changing hydrogen concentration.} If $c$ varies in time but is the same for all sites, then $dn/dt=-k_0c(t)e^{-\beta E}n$. Its solution contains the exposure $\theta=\int_0^t c(t')\,dt'$ in place of $ct$. The results then hold as functions of $\theta$. Plotted against time, a changing supply bends the decay even when $\sigma=0$: the apparent rate rises while $c$ builds up and falls while $c$ runs out. Only the second case resembles the effect of a barrier spread.

\paragraph{Released hydrogen.} Suppose that each released H atom immediately passivates another remaining bond, chosen at random. Every bond then has an additional loss rate equal to the mean rate of the survivors. Because this loss is common to all bonds, it leaves their relative weights unchanged, so it equals the $h(t)$ of Lemma 1. It contributes a factor $\exp(-\int_0^t h\,dt')=S$, and the remaining fraction is $S^2$ instead of $S$. In the worked example, the variances at 550 and 650 K would then give an apparent $\sigma$ of about 0.039 eV instead of 0.050 eV. The fate of the released H must therefore be known before a fitted width is read as a barrier spread.

\paragraph{Dissociation.} If passivated bonds reopen at rate $r$, then $dn/dt=-kn+r(1-n)$, and setting the derivative to zero gives $n_\infty=r/(k+r)$. The surviving fraction tends to a nonzero floor instead of zero, and the integrals for the logarithmic moments diverge. To bound the error at earlier times, let $d=n-e^{-kt}$. Then $d(0)=0$ and $d'=-kd+r(1-n)$. Since $0\le1-n\le1$, it follows that $0\le d\le(r/k)(1-e^{-kt})$, which is at most the smaller of $rt$ and $r/k$. The survival formula is therefore accurate while this excess, averaged over the bonds, is small compared with $S(t)$. If $r$ is the same for all sites, the ratio $r/k$ is largest for the high-barrier bonds.

\section*{Calculated quantities}
\begin{verbatim}
mean barrier E0 = 1.50 eV, spread sigma = 0.050 eV
k0 = 1.0e-09 cm^3/s, H2 concentration = 1.0e+18 cm^-3
k0*c = 1.000e+09 1/s
T = 550 K: kT = 0.04740 eV, s = 1.0550, kbar = 1.7995e-05 1/s
  t50 = 3.5179e+04 s, t90 = 2.3024e+05 s, t90/t50 = 6.545
  ln(t/1 s): mean 10.3482, variance 2.7579, third cumulant -2.4041
T = 600 K: kT = 0.05170 eV, s = 0.9670, kbar = 2.5151e-04 1/s
  t50 = 2.5380e+03 s, t90 = 1.5213e+04 s, t90/t50 = 5.994
  ln(t/1 s): mean 7.7108, variance 2.5801, third cumulant -2.4041
T = 650 K: kT = 0.05601 eV, s = 0.8927, kbar = 2.3428e-03 1/s
  t50 = 2.7449e+02 s, t90 = 1.5308e+03 s, t90/t50 = 5.577
  ln(t/1 s): mean 5.4792, variance 2.4418, third cumulant -2.4041
exponential decay: t90/t50 = 3.322
pi^2/6 = 1.6449, -2 zeta(3) = -2.4041
recovered E0 = 1.50000 eV, sigma = 0.05000 eV
recovered variance intercept = 1.6449
initial rate at 600 K = 4.0144e-04 1/s, ratio to kbar = 1.5961
activation energy of initial rate at 600 K = 1.4516 eV
600 K decay; exponential has the same half-time:
  t/t50 = 0.25, t = 6.3449e+02 s: S = 0.80229, exponential = 0.84090
    apparent rate = 3.0756e-04 1/s, E* = 1.5068 eV, Lambert S = 0.81003
  t/t50 = 0.50, t = 1.2690e+03 s: S = 0.67077, exponential = 0.70711
    apparent rate = 2.6073e-04 1/s, E* = 1.5122 eV, Lambert S = 0.67862
  t/t50 = 1.00, t = 2.5380e+03 s: S = 0.50000, exponential = 0.50000
    apparent rate = 2.0795e-04 1/s, E* = 1.5207 eV, Lambert S = 0.50576
  t/t50 = 2.00, t = 5.0759e+03 s: S = 0.31776, exponential = 0.25000
    apparent rate = 1.5592e-04 1/s, E* = 1.5328 eV, Lambert S = 0.32061
  t/t50 = 4.00, t = 1.0152e+04 s: S = 0.16439, exponential = 0.06250
    apparent rate = 1.1038e-04 1/s, E* = 1.5484 eV, Lambert S = 0.16527
  t/t50 = 8.00, t = 2.0304e+04 s: S = 0.06630, exponential = 0.00391
    apparent rate = 7.4319e-05 1/s, E* = 1.5672 eV, Lambert S = 0.06641
largest Lambert error, tau 0.001 to 1000, 600 K = 1.19 %
rate-equation population, largest difference in S = 4.4e-06
two-level test: gap = 0.15 eV, upper fraction = 0.20, third cumulant = -0.0600
energy versus prefactor spread at 550 K, largest difference in S = 0.01058
\end{verbatim}
